# The interchange theorem and direct and indirect relativistic effects

## The problem

A relativistic calculation of the mercury atom gives a smaller mean square radius than a nonrelativistic one. One explanation says that relativity changes the electron density, and that the new density is more compact. Another says that squeezing the atom lowers its relativistic energy, so that relativity favours a squeezed atom. Both can be turned into numbers. Without a further result we do not know whether these are two contributions to be added or one contribution counted twice. Nor do we know what it means to say that a certain shell causes the change.

The interchange theorem settles the first question: to first order in the relativistic operator, the two calculations give the same number. The second needs more care, because the same total is distributed differently over the shells in the two calculations.

## Two perturbations and their mixed derivative

Atomic units are used in the algebra. Let

$$H(\lambda,\mu)=H_0+\lambda V+\mu W+\lambda\mu U ,$$

with all operators Hermitian. Here $V$ is the relativistic correction, $\lambda=0$ is the nonrelativistic and $\lambda=1$ the relativistic problem. The parameter $\mu$ couples to the property operator $W$, and $U$ allows for a relativistic change of that operator. The ground state $\psi_0$ of $H_0$, with energy $E_0$, is assumed non-degenerate and separated by a gap, so that energy and state can be differentiated.

The property is $P(\lambda)=\partial E/\partial\mu$ at $\mu=0$. For a normalized eigenstate,

$$\frac{\partial E}{\partial\mu}=\Big\langle\psi\Big|\frac{\partial H}{\partial\mu}\Big|\psi\Big\rangle+E\,\frac{\partial}{\partial\mu}\langle\psi|\psi\rangle ,$$

and the last term vanishes because the norm is constant. Hence $P(\lambda)=\langle\psi(\lambda)|W+\lambda U|\psi(\lambda)\rangle$.

Write $\psi(\lambda)=\psi_0+\lambda\psi^V+\dots$ with $\langle\psi_0|\psi^V\rangle=0$. The norm then differs from one only at order $\lambda^2$, and

$$P'\equiv\frac{dP}{d\lambda}\Big|_0=\langle U\rangle+2\,\mathrm{Re}\langle\psi^V|W|\psi_0\rangle . \tag{1}$$

Brackets without a state refer to $\psi_0$. This is the density-change route: perturb with relativity, then measure the property.

## Proof of the interchange

Collecting the terms linear in $\lambda$, and separately those linear in $\mu$, in the Schrödinger equation gives

$$(H_0-E_0)\psi^V=-(V-\langle V\rangle)\psi_0,$$
$$(H_0-E_0)\psi^W=-(W-\langle W\rangle)\psi_0 .$$

Project the first equation on $\psi^W$ and the second on $\psi^V$. The terms with $\langle V\rangle$ and $\langle W\rangle$ drop out, since both first-order states are orthogonal to $\psi_0$:

$$\langle\psi^W|H_0-E_0|\psi^V\rangle=-\langle\psi^W|V|\psi_0\rangle,$$
$$\langle\psi^V|H_0-E_0|\psi^W\rangle=-\langle\psi^V|W|\psi_0\rangle .$$

The left sides are complex conjugates because $H_0-E_0$ is Hermitian. The right sides are therefore conjugates too, their real parts agree, and

$$P'=\langle U\rangle+2\,\mathrm{Re}\langle\psi^W|V|\psi_0\rangle . \tag{2}$$

This is the property-perturbed route: perturb with the property operator, then measure $V$. The two routes are alternatives and must not be added. The explicit term $\langle U\rangle$ occurs once in each.

A two-level system shows the sign and the limit of validity. Take levels $0$ and $\Delta>0$, with $V$ and $W$ having only the real off-diagonal elements $v$ and $w$. The lower eigenvalue is

$$E=\frac{\Delta}{2}-\sqrt{\frac{\Delta^2}{4}+(\lambda v+\mu w)^2}\approx-\frac{(\lambda v+\mu w)^2}{\Delta},$$

so the mixed derivative is $-2vw/\Delta$. It is negative when $v$ and $w$ have the same sign, and it diverges as the gap closes. At a degeneracy the expansion behind (1) and (2) fails.

## Kohn-Sham theory

In Kohn-Sham theory the potential responds as well, so the proof has to be repeated. Consider an atom with closed spherical shells, real orbitals and an energy

$$E=\mathrm{Tr}(hD)+E_{\rm Hx}[n].$$

Here $h(\lambda,\mu)=h_0+\lambda V+\mu W+\lambda\mu U$ now contains one-electron operators, $D$ is the density matrix including occupations, and $E_{\rm Hx}$ is the Hartree-exchange functional, which does not depend on $\lambda$ or $\mu$. The operators are rotationally invariant and may be nonlocal.

Let $i$ label an occupied shell with $g_i=2(2l+1)$ electrons, and $a$ an unoccupied one with the same $l$. Write the first-order orbital as $\delta\phi_i=\sum_a x_{ia}\phi_a$. Mixing among occupied orbitals can be left out: orthonormality makes its coefficients antisymmetric, shells of equal $l$ have equal $g$, and so these terms cancel in $D$. With $y_{ia}=2g_ix_{ia}$, the change of any one-electron expectation value $\mathrm{Tr}(DB)$ is

$$\sum_{ia}B_{ia}y_{ia}\equiv B\cdot y .$$

The Hellmann-Feynman step survives. Differentiating $E$ through $D$ gives $F\cdot y$, where $F$ is the Kohn-Sham Hamiltonian. At self-consistency $F$ has no occupied-virtual elements, so this is zero, and $P(\lambda)=\mathrm{Tr}[D(\lambda)(W+\lambda U)]$.

The first-order Kohn-Sham equation, projected on $\phi_a$, reads

$$(\varepsilon_a-\varepsilon_i)x_{ia}=-V_{ia}-\delta v_{ia}.$$

The potential change $\delta v$ comes from the change of the radial density, $\delta q(r)=\sum_{jb}y_{jb}u_ju_b$, where $u$ is $r$ times the radial orbital. Hence $\delta v_{ia}=\sum_{jb}K_{ia,jb}\,y_{jb}$ with

$$K_{ia,jb}=\iint u_iu_a(r)\,f(r,r')\,u_ju_b(r')\,dr\,dr',$$
$$f(r,r')=\frac{1}{\max(r,r')}+\frac{\delta(r-r')}{4\pi r^2}\frac{dv_x}{dn}.$$

The first term is the potential at $r$ of a unit charge spread over a sphere of radius $r'$. The second is the local exchange response, with $v_x=-(3n/\pi)^{1/3}$ and $\delta n=\delta q/4\pi r^2$. Replacing $x$ by $y/2g$ gives

$$A\,y^V=-V,\qquad A=\frac{\varepsilon_a-\varepsilon_i}{2g_i}+K, \tag{3}$$

where the first part of $A$ is diagonal. In the same way $A\,y^W=-W$. Since $f$ is symmetric in $r$ and $r'$, so is $A$, and

$$W\cdot y^V=-(Ay^W)\cdot y^V=-y^W\cdot(Ay^V)=y^W\cdot V .$$

Therefore

$$P'=\mathrm{Tr}(D_0U)+W\cdot y^V=\mathrm{Tr}(D_0U)+V\cdot y^W . \tag{4}$$

The matrix $A$ must be invertible. It is the matrix of second derivatives of the energy with respect to $y$, so at a zero eigenvalue the ground state is at its limit of stability and linear response fails.

## Direct and indirect parts

Call the effect direct when the orbitals respond to $V$ in the frozen nonrelativistic potential, and indirect when they respond to the change of the Hartree-exchange potential. With this definition the indirect part includes a shell's response to its own change of density.

Solving (3) for the diagonal part gives

$$y^V_{ia}=-\frac{2g_i}{\varepsilon_a-\varepsilon_i}\big[V_{ia}+(Ky^V)_{ia}\big].$$

Define the frozen-potential response to the property, $y^{W}_{0,ia}=-2g_iW_{ia}/(\varepsilon_a-\varepsilon_i)$. Multiplying $y^V$ by $W$ and summing yields

$$W\cdot y^V=\underbrace{-\sum_{ia}\frac{2g_iW_{ia}V_{ia}}{\varepsilon_a-\varepsilon_i}}_{\text{direct}}+\underbrace{y_0^W\cdot K\,y^V}_{\text{indirect}} . \tag{5}$$

The direct part is symmetric in $V$ and $W$, pair by pair. The total is symmetric by (4). So the indirect part is unchanged by the interchange as well, and it also equals $y_0^V\cdot K\,y^W$.

This has a practical consequence. If $V$ is evaluated with property-perturbed orbitals that were not made self-consistent, the result is $V\cdot y_0^W$, which is the direct part alone.

## Which shell is responsible?

Split both operators by angular momentum, $V=\sum_SV_S$ and $W=\sum_LW_L$, where $V_S$ acts only on electrons with $l=S$. These are nonlocal one-electron operators, which the derivation allows. Define

$$M_{LS}=W_L\cdot y^{V_S}=V_S\cdot y^{W_L}.$$

This is the change of the property in channel $L$ when relativity acts only in channel $S$. A row sum, $W_L\cdot y^V$, is the contribution of channel $L$ in the density-change route. A column sum, $V_S\cdot y^W$, is the contribution of channel $S$ in the property-perturbed route. Both sets add up to the same total, but nothing makes row $L$ equal to column $L$. A statement such as "the d electrons contribute this much" needs the route to be named. The matrix $M$ contains both readings.

## The relativistic operator and the explicit term

For the example, $V$ is the spin-free one-electron X2C Hamiltonian minus the nonrelativistic one. Let $\phi$ be the upper component of the Dirac equation, and write the lower one as $\boldsymbol\sigma\cdot\mathbf p\,b/2c$. With $T=p^2/2$, potential $v$ and $\Pi=\mathbf p\cdot v\,\mathbf p$, after dropping the spin-dependent part of $(\boldsymbol\sigma\cdot\mathbf p)v(\boldsymbol\sigma\cdot\mathbf p)$, the equations are

$$v\phi+Tb=E\phi,\qquad T\phi+\Big(\frac{\Pi}{4c^2}-T\Big)b=\frac{E}{2c^2}Tb .$$

The electronic solutions define a matrix $X$ through $b=X\phi$. Inserting this in the energy and in the norm gives

$$L=v+TX+X^\dagger T-X^\dagger TX+\frac{X^\dagger\Pi X}{4c^2},$$
$$G=1+\frac{X^\dagger TX}{2c^2},\qquad h_{\rm X2C}=G^{-1/2}LG^{-1/2}.$$

If the property field $\mu r^2$ is part of $v$, then $h_{\rm X2C}$ contains more than $\mu r^2$. The additional part is $U$, the picture change. Its leading size follows from an expansion in $1/c^2$. The second equation gives $X=1+\xi$ with $\xi$ of order $1/c^2$. In $L$ the terms linear in $\xi$ cancel:

$$TX+X^\dagger T-X^\dagger TX=T-\xi^\dagger T\xi .$$

So $L=T+v+\Pi/4c^2$ to order $1/c^2$. With $G^{-1/2}=1-T/4c^2$, the terms linear in $v$ are

$$v+\frac{\mathbf p\cdot v\,\mathbf p}{4c^2}-\frac{p^2v+vp^2}{8c^2}=v+\frac{\nabla^2v}{8c^2}.$$

The last step uses the double commutator $p^2v-2\,\mathbf p\cdot v\,\mathbf p+vp^2=-\nabla^2v$. For $v=\mu r^2$ we have $\nabla^2v=6\mu$, and therefore $U\approx3/4c^2$ per electron.

## Mercury

The model is the mercury atom with a point nucleus, exchange-only local density approximation and an uncontracted Gaussian basis. The operator $V$ is spin-free, so it omits spin-orbit coupling, and it is built with the bare nuclear potential, so it omits the screening of the relativistic correction by the other electrons. For the 1s level of the one-electron ion neither omission matters: there is no screening, and the dropped spin term vanishes for $l=0$. In the basis used, the relativistic shift is $-8951$ eV, against the exact Dirac value of $-9039$ eV. The difference, 1.0% of the exact shift, is a basis error: Gaussians cannot follow the singular Dirac 1s function at a point nucleus.

Between $\lambda=0$ and $\lambda=1$ the 6s level moves from $-4.59$ to $-6.01$ eV and its rms radius falls from 1.79 to 1.55 Å. The 5d level rises from $-10.98$ to $-8.74$ eV and its rms radius grows from 0.847 to 0.876 Å. A larger basis with tighter functions shifts the two relativistic levels by about 0.01 eV, to $-6.02$ and $-8.73$ eV.

The property is $\langle r^2\rangle$ summed over all electrons. Its slopes at $\lambda=0$, without picture change and in Å$^2$, are given below. Three decimals are kept so that the sums can be followed; the last digit may be off by rounding, and the model itself is less accurate than that. A larger basis moves the slopes by up to 0.002 (total $-0.933$) and the full changes by up to 0.008 (s $-1.737$, d $+0.489$, total $-1.419$), and changes no sign.

| Channel | direct | indirect | slope | full change |
|---|---|---|---|---|
| s | −1.654 | +0.640 | −1.014 | −1.729 |
| p | −0.328 | +0.129 | −0.198 | −0.229 |
| d | −0.784 | +1.023 | +0.239 | +0.487 |
| f | −0.031 | +0.070 | +0.039 | +0.057 |
| all | −2.796 | +1.862 | −0.934 | −1.414 |

In this model the direct effect contracts every channel, including d and f. The indirect effect expands every channel. In s and p the contraction wins, in d and f the expansion. These are sums over the shells of a channel, and they are dominated by the outermost shell: the d expansion is that of 5d, while the 3d and 4d orbitals contract slightly. For the whole atom the indirect part cancels two thirds of the direct part.

The total slope, $-2.796+1.862=-0.934$ Å$^2$ or $-3.34$ bohr$^2$, is 66% of the full change. For the d channel the slope is about half of the full change. The theorem gives the slope at $\lambda=0$, and along this path the higher orders in $\lambda$ are not small. The slope depends on how $V$ is defined. First order in $V=h_{\rm X2C}-h_0$ is not first order in $1/c^2$: for the bare 1s level $\langle V\rangle$ is about $-3400$ eV, while the $1/c^2$ term is $-7419$ eV. If $1/c^2$ is scaled instead, the first-order change of $\langle r^2\rangle$ is about $-1.45$ Å$^2$, close to the full change, with about $-1.67$ in s and $+0.39$ in d. The slopes here and the matrix below belong to the X2C choice of $V$. The signs agree in every channel; the magnitudes call for a calculation at $\lambda=1$.

The picture change adds $+0.00087$ Å$^2$. The estimate $80\times3/4c^2$ gives 0.00090 Å$^2$. Either is about a thousandth of the slope and can be neglected here.

## Reading the matrix both ways

The matrix $M_{LS}$, in Å$^2$, is

| Property in | V on s | V on p | V on d | V on f |
|---|---|---|---|---|
| s | −1.309 | +0.030 | +0.261 | +0.004 |
| p | +0.026 | −0.272 | +0.041 | +0.007 |
| d | +0.229 | +0.327 | −0.343 | +0.027 |
| f | +0.012 | +0.027 | +0.019 | −0.019 |
| column sum | −1.043 | +0.111 | −0.021 | +0.018 |

All diagonal elements are negative and all others positive: relativity acting on one channel contracts that channel and expands the others. Electrostatics suggests why. When the direct effect moves charge inward, the electronic charge $Q(r)$ inside a given radius grows by $\delta Q(r)\ge0$, and other electrons there feel an additional outward force $\delta Q/r^2$. Their expansion moves charge outward again and so works against the first shift. The exchange potential changes too, and its share has not been separated, so this remains an interpretation of the signs.

The d row shows what expands the d channel, to first order in $\lambda$. Relativity acting on the s electrons contributes $+0.229$, and on the p electrons $+0.327$. In the slope the p electrons matter more than the s electrons. This order does not carry over to $\lambda=1$, where the two are of about equal size and s is slightly ahead: $V$ on s alone changes the d channel by about $+0.42$, on p alone by about $+0.39$. A third part comes from the d channel itself. Its diagonal element, $-0.343$, is the direct effect, $-0.784$, plus a response of $+0.441$ to the potential change that follows when $V$ acts on d alone. The indirect effect is then

$$0.229+0.327+0.441+0.027=1.024\ \text{Å}^2,$$

which agrees with the tabulated 1.023 within rounding. Less than half of it comes from the d channel's own part, and slightly more than half from s and p together.

Now read the same row in the other direction. Add $\mu r^2$ for the d electrons only, with $\mu>0$, which squeezes them. The relativistic expectation value $\langle V\rangle$ of the s and p electrons then rises, with slopes $+0.229$ and $+0.327$. That of the d electrons themselves falls, with slope $-0.343$, and the f electrons add $+0.027$. The net slope is $+0.239$ within rounding, the d entry of the first table. The total $\langle V\rangle$ is negative, so a relativistic energy lowering is partly lost when the d shells are compressed, and relativity favours a larger summed $\langle r^2\rangle$ of the d channel. This is the same d expansion, obtained without a relativistic self-consistent calculation.

For the whole atom the two routes give

$$\text{rows: }-1.014-0.198+0.239+0.039=-0.934,$$
$$\text{columns: }-1.043+0.111-0.021+0.018=-0.935,$$

equal within rounding. The p channel contributes $-0.198$ in the first reading and $+0.111$ in the second; the d channel contributes $+0.239$ and $-0.021$. Even the signs depend on the route. What does not depend on it is the total, its direct and indirect parts, and each element of $M$.

The numerical check obtains the slopes from separate self-consistent calculations, at finite $\lambda$ for the first route and at finite $\mu$ for the second. Both give $-0.934$ Å$^2$.

## Bond lengths

The same argument applies when $\mu$ is a displacement of the nuclei. Let $E(\lambda,R)$ be the energy of a diatomic molecule. Its equilibrium distance satisfies $\partial E/\partial R=0$ for every $\lambda$. Differentiating this condition along the equilibrium curve gives

$$\frac{dR}{d\lambda}=-\frac{1}{k}\,\frac{\partial^2E}{\partial\lambda\,\partial R}=-\frac{1}{k}\,\frac{d}{dR}\langle V\rangle_R,\qquad k=\frac{\partial^2E}{\partial R^2}>0 ,$$

where $\langle V\rangle_R$ is taken in the nonrelativistic ground state at distance $R$. The bond shortens, to first order, if $\langle V\rangle_R$ decreases as the nuclei approach. No relativistically contracted orbital enters this calculation. That does not show orbital contraction to be irrelevant: by the interchange theorem, the same slope is obtained from the force exerted by the relativistic density change, together with the explicit term from the dependence of $V$ on $R$.

## Computed values

```
Matrix model, mixed derivative of the eigenvalue (eV):
  finite difference -1.417479, explicit <U> -0.108398
  V-perturbed state -1.417479, W-perturbed state -1.417479
Hg atom: Z = 80, electrons = 80, c = 137.0360 a.u.
Bare-ion 1s energy, nonrelativistic: -87075.5 eV
Bare-ion 1s shift, X2C: -8951.0 eV
Bare-ion 1s shift, exact Dirac: -9039.4 eV
6s nonrel: energy -4.585 eV, rms radius 1.7899 angstrom
6s X2C: energy -6.008 eV, rms radius 1.5528 angstrom
5d nonrel: energy -10.982 eV, rms radius 0.8471 angstrom
5d X2C: energy -8.737 eV, rms radius 0.8758 angstrom
<V> in nonrel. orbitals: -17107.9 eV
Summed <r^2> by channel (angstrom^2):
  l: nonrel, X2C, full change | slope: direct, indirect, total
  s: 7.1891, 5.4599, -1.7292 | -1.6536, +0.6401, -1.0135
  p: 2.6923, 2.4638, -0.2285 | -0.3276, +0.1292, -0.1984
  d: 7.9265, 8.4137, +0.4872 | -0.7837, +1.0230, +0.2393
  f: 1.0477, 1.1045, +0.0567 | -0.0313, +0.0698, +0.0386
  all: 18.8556, 17.4418, -1.4138 | -2.7962, +1.8621, -0.9341
M[L,S] (angstrom^2): row L = property, columns S = s, p, d, f
  s: -1.3090, +0.0299, +0.2614, +0.0042
  p: +0.0255, -0.2721, +0.0412, +0.0070
  d: +0.2287, +0.3267, -0.3426, +0.0265
  f: +0.0120, +0.0266, +0.0194, -0.0194
  column sums: -1.0429, +0.1111, -0.0206, +0.0183
Total slope of <r^2> without picture change (angstrom^2):
  relativistic density change, response: -0.93409
  relativistic density change, finite lam: -0.93409
  property-perturbed orbitals, response: -0.93409
  property-perturbed orbitals, finite mu: -0.93407
  the same total in bohr^2: -3.3357
d-channel slope of <r^2> (angstrom^2):
  finite lam +0.23926, finite mu +0.23926
  V on s electrons only, finite lam: +0.22866
Picture change of <r^2>, X2C: 0.000873 angstrom^2
Picture change, Darwin estimate: 0.000895 angstrom^2
Slope with picture change: -0.93321 angstrom^2
```
